# Two Coulomb channels coupled by a delta shell: levels and widths: test program

```python
"""Two s-wave Coulomb channels coupled by a delta shell (atomic units).

Channel thresholds are 0 and DELTA; both channels have potential -1/r.
The coupling lam*delta(r-a) acts only between the channels.
Result under test, with f_i, g_i the Coulomb pair at r=a, q_i = pi f_i g_i:
  K = -pi lam/(1-lam^2 q1 q2) [[lam q2 f1^2, f1 f2], [f1 f2, lam q1 f2^2]]
Bound levels:  det(K + tan(pi nu)) = 0,  nu_i = 1/sqrt(2(E_i-E)).
Resonances:    tan(pi nu2) + K22 - K12^2/(K11+i) = 0,  E = Er - i Gamma/2.
Independent side: ODE integration, finite-element diagonalization, and
exterior complex scaling of the same coupled Hamiltonian.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, eigvals
from scipy.optimize import brentq
from scipy.constants import physical_constants

mp.mp.dps = 25
A = 1.0
DELTA = 0.1
LAM = 0.5
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- quantum defect side ----------
def coulomb_pair(eps):
    """Energy-normalized regular f and irregular g at r=A."""
    eps = mp.mpmathify(eps)
    r = mp.mpf(A)
    if eps == 0:
        x = mp.sqrt(8 * r)
        return (mp.sqrt(2 * r) * mp.besselj(1, x),
                mp.sqrt(2 * r) * mp.bessely(1, x))
    is_open = mp.re(eps) > 0
    if is_open:
        nu = 1j / mp.sqrt(2 * eps)
        tau = mp.mpc(0, 1)
        root_b = 1 / mp.sqrt(1 - mp.exp(2j * mp.pi * nu))
    else:
        nu = 1 / mp.sqrt(-2 * eps)
        tau = mp.tan(mp.pi * nu)
        root_b = mp.mpf(1)
    z = 2 * r / nu
    f = root_b * 2 * r * mp.exp(-z / 2) * mp.hyp1f1(1 - nu, 2, z)
    w = mp.exp(-z / 2) * z * mp.hyperu(1 - nu, 2, z)
    g = -mp.gamma(1 - nu) * w / (mp.pi * root_b) - f / tau
    return f, g


def k_matrix(energy, lam=LAM):
    """Return K11, K12, K22 and the denominator 1-lam^2 q1 q2."""
    f1, g1 = coulomb_pair(energy)
    f2, g2 = coulomb_pair(energy - mp.mpf(DELTA))
    q1, q2 = mp.pi * f1 * g1, mp.pi * f2 * g2
    den = 1 - lam**2 * q1 * q2
    pre = -mp.pi * lam / den
    return (pre * lam * q2 * f1**2, pre * f1 * f2,
            pre * lam * q1 * f2**2, den)


def real_k(energy):
    return [float(mp.re(v)) for v in k_matrix(energy)]


def bound_function(nu1, frozen=None):
    """Pole-free form of det(K + tan(pi nu)) below both thresholds."""
    energy = -0.5 / nu1**2
    k11, k12, k22, den = frozen if frozen else real_k(energy)
    nu2 = 1 / np.sqrt(2 * (DELTA - energy))
    s1, c1 = np.sin(np.pi * nu1), np.cos(np.pi * nu1)
    s2, c2 = np.sin(np.pi * nu2), np.cos(np.pi * nu2)
    return den * ((k11*c1 + s1) * (k22*c2 + s2) - k12**2 * c1 * c2)


def all_roots(func, start, stop, step):
    grid = np.arange(start, stop, step)
    grid = np.append(grid, stop)
    val = [func(x) for x in grid]
    return np.array([brentq(func, grid[i], grid[i+1], xtol=1e-13)
                     for i in range(len(grid)-1) if val[i]*val[i+1] < 0])


def pole_function(energy):
    k11, k12, k22, _ = k_matrix(energy)
    nu2 = 1 / mp.sqrt(2 * (mp.mpf(DELTA) - energy))
    return mp.tan(mp.pi * nu2) + k22 - k12**2 / (k11 + 1j)


# ---------- direct side: finite elements with Lobatto nodes ----------
def coupled_hamiltonian(bounds, lam, order=16):
    """Coupled Hamiltonian; the first element must end at the shell."""
    coef = np.zeros(order)
    coef[-1] = 1
    inner = np.sort(legendre.legroots(legendre.legder(coef)).real)
    x = np.concatenate(([-1.0], inner, [1.0]))
    p = legendre.legval(x, coef)
    wt = 2 / (order * (order-1) * p**2)
    diff = x[:, None] - x[None, :] + np.eye(order)
    d = p[:, None] / p[None, :] / diff
    np.fill_diagonal(d, 0)
    d[0, 0] = -order * (order-1) / 4
    d[-1, -1] = order * (order-1) / 4
    stiff = 0.5 * d.T @ np.diag(wt) @ d
    size = (len(bounds)-1) * (order-1) + 1
    kin = np.zeros((size, size), dtype=bounds.dtype)
    weight = np.zeros(size, dtype=bounds.dtype)
    radius = np.zeros(size, dtype=bounds.dtype)
    for e in range(len(bounds)-1):
        jac = (bounds[e+1] - bounds[e]) / 2
        sl = slice(e*(order-1), e*(order-1) + order)
        kin[sl, sl] += stiff / jac
        weight[sl] += jac * wt
        radius[sl] = bounds[e] + jac * (x + 1)
    kin, weight, radius = kin[1:-1, 1:-1], weight[1:-1], radius[1:-1]
    root = np.sqrt(weight)
    h = kin / root[:, None] / root[None, :] - np.diag(1 / radius)
    shell = order - 2
    assert abs(radius[shell] - A) < 1e-12
    v = np.zeros_like(h)
    v[shell, shell] = lam / weight[shell]
    return np.block([[h, v], [v, h + DELTA * np.eye(len(h))]])


def element_bounds(last):
    return np.concatenate(([0, A, 3, 7, 15, 30], np.arange(50., last, 20)))


def scaled_spectrum(theta, lam):
    b = element_bounds(300).astype(complex)
    outer = b.real > 15
    b[outer] = 15 + (b[outer] - 15) * np.exp(1j * theta)
    return eigvals(coupled_hamiltonian(b, lam))


# ---------- Coulomb pair: same limit from both sides of threshold ----------
pair0 = coulomb_pair(0)
above, below = coulomb_pair(1e-3), coulomb_pair(-1e-3)
for i in range(2):
    assert abs(mp.im(above[i])) < 1e-12
    assert abs((above[i] + below[i]) / 2 - pair0[i]) < 1e-5
    assert abs(above[i] - below[i]) < 1e-2

# ---------- K from direct integration, both channels open ----------
E_OPEN = 0.3
eps_open = np.array([E_OPEN, E_OPEN - DELTA])


def rhs(r, y):
    return np.concatenate((y[2:], -2 * (1/r + eps_open) * y[:2]))


radii = [12.0, 14.0]
coef_f, coef_g = np.zeros((2, 2)), np.zeros((2, 2))
opts = dict(method="DOP853", rtol=1e-11, atol=1e-13)
for col in range(2):
    r0 = 1e-4
    e0 = eps_open[col]
    y0 = np.zeros(4)
    y0[col] = r0 - r0**2 + (1-e0) * r0**3 / 3
    y0[col+2] = 1 - 2*r0 + (1-e0) * r0**2
    y = solve_ivp(rhs, (r0, A), y0, **opts).y[:, -1]
    y[2:] += 2 * LAM * y[[1, 0]]
    out = solve_ivp(rhs, (A, radii[1]), y, t_eval=radii, **opts).y
    for ch in range(2):
        k = np.sqrt(2 * eps_open[ch])
        norm = np.sqrt(2 / (np.pi * k))
        m = np.array([[norm * float(mp.re(mp.coulombf(0, -1/k, k*r))),
                       -norm * float(mp.re(mp.coulombg(0, -1/k, k*r)))]
                      for r in radii])
        coef_f[ch, col], coef_g[ch, col] = np.linalg.solve(m, out[ch])
k_ode = -coef_g @ np.linalg.inv(coef_f)
k11, k12, k22, _ = real_k(E_OPEN)
k_formula = np.array([[k11, k12], [k12, k22]])
k_error = np.max(np.abs(k_ode - k_formula))
assert k_error < 1e-7

# ---------- bound levels ----------
NU_MAX = 8.6
nu_bound = all_roots(bound_function, 0.605, NU_MAX, 0.04)
e_mqdt = -0.5 / nu_bound**2
e_all, vec = eigh(coupled_hamiltonian(element_bounds(420), LAM))
keep = e_all < -0.5 / NU_MAX**2
e_fem = e_all[keep]
half = len(e_all) // 2
weight2 = np.sum(vec[half:, keep]**2, axis=0)
assert len(e_fem) == len(e_mqdt)
bound_error = np.max(np.abs(e_fem - e_mqdt))
assert bound_error < 1e-8

k_zero = real_k(0)
nu_frozen = all_roots(lambda x: bound_function(x, k_zero), 3.2, NU_MAX, 0.04)
high = nu_bound > 3.4
nearest = np.array([nu_frozen[np.argmin(abs(nu_frozen - x))]
                    for x in nu_bound])
frozen_error = np.abs(nearest - nu_bound)
assert np.max(frozen_error[high]) < 0.05
assert frozen_error[-1] < 0.01

# ---------- resonances ----------
spec_a, spec_b = scaled_spectrum(0.5, LAM), scaled_spectrum(0.65, LAM)
e_res = np.array(sorted([e for e in spec_a if 0.03 < e.real < 0.091
                         and np.min(abs(spec_b - e)) < 1e-8],
                        key=lambda e: e.real))
n_values = np.arange(3, 8)
assert len(e_res) == len(n_values)
k_lim = real_k(DELTA)
kappa = k_lim[2] - k_lim[1]**2 / (k_lim[0] + 1j)
mu_lim = np.arctan(kappa) / np.pi
e_series = DELTA - 0.5 / (n_values - mu_lim)**2
e_pole = np.array([complex(mp.findroot(
    pole_function, (mp.mpmathify(complex(e)),
                    mp.mpmathify(complex(e) + 1e-5)), tol=1e-15))
    for e in e_series])
pole_error = np.max(np.abs(e_pole - e_res))
assert pole_error < 1e-8
gamma_res, gamma_pole = -2 * e_res.imag, -2 * e_pole.imag
gamma_series = -2 * e_series.imag
nu_res = 1 / np.sqrt(2 * (DELTA - e_res))
mu_error = np.abs(n_values - nu_res - mu_lim)
assert mu_error[-1] < 0.4 * mu_error[0]
scaled_width = gamma_res * nu_res.real**3

# ---------- weak-coupling limit of the n=3 width ----------
e3 = DELTA - 1 / 18
k3 = np.sqrt(2 * e3)
f_open = np.sqrt(2/(np.pi*k3)) * float(mp.re(mp.coulombf(0, -1/k3, k3*A)))
u3 = 2/(3*np.sqrt(3)) * A * (1 - 2*A/3 + 2*A**2/27) * np.exp(-A/3)
golden = 2 * np.pi * LAM**2 * f_open**2 * u3**2
LAM_WEAK = LAM / 10
spec_weak = scaled_spectrum(0.5, LAM_WEAK)
e_weak = spec_weak[np.argmin(abs(spec_weak - e3))]
golden_weak = golden * (LAM_WEAK / LAM)**2
ratio_strong = gamma_res[0] / golden
ratio_weak = -2 * e_weak.imag / golden_weak
assert abs(ratio_weak - 1) < 0.01
assert abs(ratio_weak - 1) < 0.1 * abs(ratio_strong - 1)

# ---------- output ----------
print(f"shell radius a = {A:.1f} bohr; threshold gap = {DELTA:.1f} hartree")
print(f"coupling lambda = {LAM:.2f} hartree bohr")
print(f"threshold pair at a: f = {float(pair0[0]):.6f},"
      f" g = {float(pair0[1]):.6f} (a.u.)")
for name, en in (("E=0", 0), ("E=Delta", DELTA), ("E=0.3 hartree", E_OPEN)):
    kk = real_k(en)
    print(f"{name}: K11 {kk[0]:.6f}, K12 {kk[1]:.6f}, K22 {kk[2]:.6f},"
          f" denominator {kk[3]:.6f}")
for name, en in (("channel 1 at E=Delta", DELTA),
                 ("channel 2 at E=0", -DELTA)):
    ff, gg = coulomb_pair(en)
    print(f"{name}: f = {float(mp.re(ff)):.6f},"
          f" g = {float(mp.re(gg)):.6f} (a.u.)")
print(f"K at 0.3 hartree, largest formula-ODE difference: {k_error:.1e}")
print("Bound: E_MQDT, E_direct (hartree), nu1, channel-2 weight")
for em, ef, nu, wt2 in zip(e_mqdt, e_fem, nu_bound, weight2):
    print(f"  {em:.8f}  {ef:.8f}  {nu:.5f}  {wt2:.4f}")
print(f"largest bound-level difference: {bound_error:.1e} hartree")
print("Bound, K frozen at E=0: nu1 with K(E), nu1 frozen")
for nu, nf in zip(nu_bound[high], nearest[high]):
    print(f"  {nu:.5f}  {nf:.5f}")
print("Resonances: n, Er (hartree), Gamma_MQDT, Gamma_direct (1e-3 hartree)")
for n, e, gp, gr in zip(n_values, e_pole, gamma_pole, gamma_res):
    print(f"  {n}  {e.real:.8f}  {1e3*gp:.6f}  {1e3*gr:.6f}")
print(f"largest complex-pole difference: {pole_error:.1e} hartree")
print(f"complex quantum defect at E=Delta: {mu_lim.real:.6f}"
      f" + {mu_lim.imag:.6f} i")
print("K frozen at E=Delta: n, Er (hartree), Gamma (1e-3 hartree),"
      " defect error")
for n, e, gs, me in zip(n_values, e_series, gamma_series, mu_error):
    print(f"  {n}  {e.real:.8f}  {1e3*gs:.6f}  {me:.6f}")
print("direct Gamma*nu^3, n=3..7 (hartree): "
      + ", ".join(f"{v:.6f}" for v in scaled_width))
print(f"series limit of Gamma*nu^3: {2*mu_lim.imag:.6f} hartree")
print(f"n=3 golden-rule width: {1e3*golden:.6f} (1e-3 hartree)")
print(f"direct/golden width at lambda {LAM:.2f}: {ratio_strong:.5f};"
      f" at {LAM_WEAK:.2f}: {ratio_weak:.5f}")
print(f"n=3 resonance: Er = {e_res[0].real*HARTREE_EV:.5f} eV,"
      f" Gamma = {gamma_res[0]*HARTREE_EV*1e3:.3f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
shell radius a = 1.0 bohr; threshold gap = 0.1 hartree
coupling lambda = 0.50 hartree bohr
threshold pair at a: f = 0.565960, g = 0.386248 (a.u.)
E=0: K11 -0.198735, K12 -0.604053, K22 -0.219277, denominator 0.880569
E=Delta: K11 -0.174178, K12 -0.537228, K22 -0.191732, denominator 0.884290
E=0.3 hartree: K11 -0.129426, K12 -0.418517, K22 -0.142046, denominator 0.895040
channel 1 at E=Delta: f = 0.534377, g = 0.401449 (a.u.)
channel 2 at E=0: f = 0.598318, g = 0.370079 (a.u.)
K at 0.3 hartree, largest formula-ODE difference: 7.9e-12
Bound: E_MQDT, E_direct (hartree), nu1, channel-2 weight
  -0.81323351  -0.81323351  0.78411  0.4233
  -0.26445122  -0.26445122  1.37503  0.4771
  -0.11736111  -0.11736111  2.06406  0.1485
  -0.05770390  -0.05770390  2.94362  0.1148
  -0.03436101  -0.03436101  3.81463  0.1517
  -0.02311989  -0.02311989  4.65042  0.1707
  -0.01654757  -0.01654757  5.49690  0.1298
  -0.01223067  -0.01223067  6.39381  0.0781
  -0.00929847  -0.00929847  7.33296  0.0458
  -0.00726426  -0.00726426  8.29639  0.0283
largest bound-level difference: 1.2e-13 hartree
Bound, K frozen at E=0: nu1 with K(E), nu1 frozen
  3.81463  3.82208
  4.65042  4.65189
  5.49690  5.49327
  6.39381  6.38920
  7.33296  7.32903
  8.29639  8.29329
Resonances: n, Er (hartree), Gamma_MQDT, Gamma_direct (1e-3 hartree)
  3  0.04650942  7.126134  7.126134
  4  0.06957852  2.891970  2.891970
  5  0.08041429  1.455480  1.455480
  6  0.08634768  0.835004  0.835004
  7  0.08994363  0.523316  0.523316
largest complex-pole difference: 1.8e-14 hartree
complex quantum defect at E=Delta: -0.048895 + 0.089521 i
K frozen at E=Delta: n, Er (hartree), Gamma (1e-3 hartree), defect error
  3  0.04635095  6.306367  0.012494
  4  0.06954489  2.694766  0.006925
  5  0.08040399  1.390251  0.004406
  6  0.08634372  0.808606  0.003051
  7  0.08994186  0.511036  0.002239
direct Gamma*nu^3, n=3..7 (hartree): 0.202642, 0.192210, 0.187447, 0.184874, 0.183327
series limit of Gamma*nu^3: 0.179042 hartree
n=3 golden-rule width: 6.038819 (1e-3 hartree)
direct/golden width at lambda 0.50: 1.18005; at 0.05: 1.00170
n=3 resonance: Er = 1.26559 eV, Gamma = 193.912 meV
ALL CHECKS PASSED
```
